\section*{Thermal Breakdown of a Slab with Surface-Limited Cooling}

\section{A thicker slab that fails at a lower field}

In a model insulator, a slab 0.1~mm thick breaks down thermally at 858~V and a slab 1~mm thick at 2705~V. Ten times the thickness buys only 3.15 times the voltage, close to $\sqrt{10}=3.16$. The breakdown field falls from 8.58 to 2.70~MV/m, although both slabs have the same conductivity at each temperature. What has changed is the balance between heating, which takes place in the volume, and cooling, which takes place at the faces.

The slab has thickness $d$ and is much wider than it is thick, so that heat lost at its edges can be neglected. A steady voltage $V$ acts across the thickness. Each face loses heat at the rate $h(T_s-T_0)$ per unit area, where $T_s$ is the face temperature and $T_0$ the ambient temperature. The conductivity $\sigma(T)$ rises with temperature. It depends neither on thickness nor on field; the second condition matters because the breakdown field itself varies with thickness. The coefficients $h$ and $T_0$ are also the same for all thicknesses.

The example uses round parameters: $T_0=300$~K, $h=10$~W/(m$^2$\,K), thermal conductivity $\kappa=0.20$~W/(m\,K), heat capacity per volume $c=2\times10^6$~J/(m$^3$\,K), and
\begin{equation}
\sigma(T)=\sigma_0\exp\!\left[T_a\left(\frac1{T_0}-\frac1T\right)\right],\qquad T_a=\frac{E_a}{k},
\label{arr}
\end{equation}
with $\sigma_0=10^{-8}$~S/m and $E_a=0.80$~eV, so that $T_a=9284$~K. This $\sigma_0$ describes a leaky insulator. The threshold found below scales as $\sigma_0^{-1/2}$, so $\sigma_0=10^{-14}$~S/m would put it near 2700~MV/m at 1~mm, above the electric strength of common polymers, and another mechanism would cause failure first. Independence of field is also an assumption: short-range ionic hopping meets it at these fields, but Poole--Frenkel lowering of the barrier at relative permittivity 3 reaches 0.13~eV, about $5kT$, at 8.6~MV/m.

\section{The estimate}

At field $E=V/d$ the heat produced per unit area of slab is $\sigma E^2d$. The two faces together remove $2h\,\Delta T$, where $\Delta T=T-T_0$. The temperature rise that matters is the one that changes the conductivity appreciably. The exponent in \eqref{arr} is $T_a\Delta T/(T_0T)\approx\Delta T/\theta$, with
\begin{equation}
\theta=\frac{T_0^2}{T_a}=\frac{kT_0^2}{E_a}=9.69~\text{K}.
\end{equation}
A rise of $\theta$ multiplies the conductivity by about $\mathrm e$, Euler's number. When $T_a\gg T_0$, as here, a balance of heating and cooling at a rise appreciably larger than this is unstable, because a little further warming raises the heating faster than the cooling. Setting $\Delta T=\theta$ and $\sigma=\mathrm e\,\sigma_0$ in the balance $\sigma V^2/d=2h\,\Delta T$ gives
\begin{equation}
V_b\approx\left(\frac{2hd\,\theta}{\mathrm e\,\sigma_0}\right)^{1/2},\qquad
E_b=\frac{V_b}{d}\approx\left(\frac{2h\,\theta}{\mathrm e\,\sigma_0 d}\right)^{1/2}.
\label{est}
\end{equation}
For $d=1$~mm,
\[
V_b\approx\left(\frac{2\times10\times10^{-3}\times9.694}{2.718\times10^{-8}}\right)^{1/2}\text{V}=2671~\text{V}.
\]
The scaling comes from the critical temperature rise being a property of $\sigma(T)$ alone. The faces can then carry away a fixed power per unit area, whatever the thickness, and $\sigma E^2d$ must stay fixed at fixed $\sigma$.

\section{Controlled derivation for a nearly isothermal slab}

\subsection{Steady states and their stability}

If the temperature is nearly uniform across the slab, the energy balance per unit area is
\begin{equation}
c\,d\,\frac{dT}{dt}=\frac{\sigma(T)V^2}{d}-2h(T-T_0).
\label{bal}
\end{equation}
Setting the left side to zero and solving for $V^2$ gives the steady states:
\begin{equation}
V^2=2hd\,F(T),\qquad F(T)=\frac{T-T_0}{\sigma(T)}.
\label{steady}
\end{equation}
The function $F$ starts from zero at $T_0$ and at first rises. Its derivative is
\begin{equation}
F'(T)=\frac{\sigma-(T-T_0)\sigma'}{\sigma^2}=\frac{1-G(T)}{\sigma},\qquad G(T)=(T-T_0)\frac{\sigma'}{\sigma}.
\end{equation}
The first maximum therefore lies at the temperature $T_c$ where
\begin{equation}
G(T_c)=1 .
\label{tan}
\end{equation}
At this point the heating and cooling curves, drawn against temperature, touch with equal slopes.

To see what happens at other temperatures, use $T-T_0=\sigma F$ to write equation \eqref{bal} as
\begin{equation}
\frac{dT}{dt}=\frac{\sigma(T)}{\tau}\left[\frac{V^2}{2hd}-F(T)\right],\qquad \tau=\frac{c\,d}{2h}.
\label{flow}
\end{equation}
If $V^2<2hdF(T_c)$, a slab starting at $T_0$ warms until $F(T)$ equals $V^2/(2hd)$ on the rising part of $F$. A small further warming makes the bracket negative, so this cold state is stable. If $V^2>2hdF(T_c)$, the bracket is positive at $T_c$ and at all lower temperatures, and it stays positive while $F$ falls beyond $T_c$. The slab runs away. The threshold is
\begin{equation}
\boxed{V_b=\left[\frac{2h(T_c-T_0)}{\sigma(T_c)}\right]^{1/2}d^{1/2},\qquad
E_b=\left[\frac{2h(T_c-T_0)}{\sigma(T_c)}\right]^{1/2}d^{-1/2}.}
\label{main}
\end{equation}
Condition \eqref{tan} does not contain $d$, so neither does the bracket.

\subsection{The critical temperature}

For the Arrhenius law \eqref{arr}, $\sigma'/\sigma=T_a/T^2$. Condition \eqref{tan} becomes $(T-T_0)T_a=T^2$, or
\begin{equation}
T^2-T_aT+T_aT_0=0,\qquad
T_c=\frac{T_a}{2}\left[1-\left(1-\frac{4T_0}{T_a}\right)^{1/2}\right].
\label{tc}
\end{equation}
The lower root is the maximum, because it is reached first as $F$ rises from zero. Two distinct roots need $T_a>4T_0$, that is $E_a>4kT_0=0.103$~eV here. For a smaller activation energy the quadratic is nowhere negative, $F$ never falls, and this mechanism gives no threshold.

The two roots add up to $T_a$, so the upper one lies at $9284-310\approx8970$~K. There $F$ begins to rise again, but a hot steady state above threshold would need $F$ to regain its value at $T_c$, which happens only at temperatures far higher still. No solid survives to reach them, so with an ideal voltage source runaway means destruction. A series resistance limits the power: with $10^3~\Omega\,$m$^2$ in series, the isothermal 1~mm slab just above its threshold jumps to a steady state near 370~K, and with $10^4~\Omega\,$m$^2$ it does not run away at all.

In the example $T_c=310.4$~K, a rise of 10.4~K. The conductivity at $T_c$ follows by putting $(T_c-T_0)T_a=T_c^2$ into \eqref{arr}:
\begin{equation}
\frac{\sigma(T_c)}{\sigma_0}=\exp\!\left[\frac{T_a(T_c-T_0)}{T_0T_c}\right]=\exp\!\left(\frac{T_c}{T_0}\right)=2.81 .
\end{equation}
For $d=1$~mm, equation \eqref{main} gives
\[
V_b=\left(\frac{2\times10\times10^{-3}\times10.38}{2.814\times10^{-8}}\right)^{1/2}\text{V}=2716~\text{V},
\qquad E_b=2.72~\text{MV/m}.
\]
The estimate \eqref{est} is 1.7\% below this. The difference can be traced. Since $T_c-T_0=T_c^2/T_a=\theta(T_c/T_0)^2$, the ratio of the two squared voltages is $(T_c/T_0)^2\exp(1-T_c/T_0)$. With $T_c/T_0=1+\delta$ this is $(1+\delta)^2\mathrm e^{-\delta}\approx1+\delta$, so the voltages differ by a factor of about $1+\delta/2$. Here $\delta=0.035$.

The power at threshold is modest: $2h(T_c-T_0)\approx208$~W/m$^2$, carried by a current density of 0.076~A/m$^2$.

\section{The first correction from internal temperature differences}

Heat must reach the faces by conduction, so the middle is warmer than the surface. The relevant ratio is the Biot number of the half-thickness,
\begin{equation}
\mathrm{Bi}=\frac{hd}{2\kappa}.
\end{equation}
Surface-limited cooling means $\mathrm{Bi}\ll1$. Let $x$ be measured from the mid-plane. In a steady state the current density $J$ is uniform, and
\begin{equation}
\kappa\frac{d^2T}{dx^2}=-\frac{J^2}{\sigma(T)},\qquad V=J\int_{-d/2}^{d/2}\frac{dx}{\sigma},\qquad JV=2h(T_s-T_0).
\label{full}
\end{equation}
The last relation states that all the heat leaves through the faces. Multiplying the second relation by $V$ and using the last gives, without approximation,
\begin{equation}
V^2=2hd\,(T_s-T_0)\left\langle\frac1\sigma\right\rangle,
\label{v2}
\end{equation}
where the angle brackets denote the average over the thickness.

To lowest order the heat source is uniform and equal to $2h(T_s-T_0)/d$. Integrating twice, with zero slope at $x=0$ and $T=T_s$ at the faces, gives
\begin{equation}
T(x)=T_s+\frac{h(T_s-T_0)}{\kappa d}\left(\frac{d^2}{4}-x^2\right)
=T_s+\frac{\mathrm{Bi}}{2}(T_s-T_0)\left(1-\frac{4x^2}{d^2}\right).
\end{equation}
The average of the last bracket is $2/3$, so the mean excess over $T_s$ is $\mathrm{Bi}(T_s-T_0)/3$. Expanding $1/\sigma$ about $T_s$, where its derivative is $-\sigma'/\sigma^2$, turns \eqref{v2} into
\begin{equation}
V^2=2hd\,F(T_s)\left[1-\frac{\mathrm{Bi}}{3}G(T_s)+O(\mathrm{Bi}^2)\right].
\end{equation}
The maximum moves away from $T_c$ by an amount of order $\mathrm{Bi}$. Because $F$ is stationary at $T_c$, this shift alters $V^2$ only at order $\mathrm{Bi}^2$. We may therefore set $T_s=T_c$, where $G=1$:
\begin{equation}
V_b=V_{\rm thin}\left[1-\frac{\mathrm{Bi}}{6}+O(\mathrm{Bi}^2)\right],\qquad
\frac{d\ln V_b}{d\ln d}=\frac12-\frac{\mathrm{Bi}}{6}+O(\mathrm{Bi}^2),
\label{corr}
\end{equation}
where $V_{\rm thin}$ is the voltage \eqref{main}. The second result uses $d\,\mathrm{Bi}/d\ln d=\mathrm{Bi}$. The coefficient $1/6$ holds for any smooth $\sigma(T)$ with an ordinary quadratic maximum of $F$.

\section{Comparison with the full slab}

Solving \eqref{full} numerically with the Arrhenius law, and maximizing the voltage over the mid-plane temperature, gives:
\begin{center}
\begin{tabular}{rrrrr}
$d$ (mm) & Bi & $V_{\rm thin}$ (V) & $V_b$ (V) & $E_b$ (MV/m)\\
0.1 & 0.0025 & 859 & 858 & 8.58\\
1 & 0.025 & 2716 & 2705 & 2.70\\
10 & 0.25 & 8588 & 8258 & 0.826\\
100 & 2.5 & 27157 & 20702 & 0.207
\end{tabular}
\end{center}
Between the first two rows the mean voltage exponent is 0.498, and between the next two it is 0.485. At 1~mm the full result lies 0.41\% below $V_{\rm thin}$, against 0.42\% from $\mathrm{Bi}/6$. At 10~mm the figures are 3.8\% and 4.2\%, and higher orders are beginning to show. The first-order correction reaches 5\% at $d=12$~mm for these values of $h$ and $\kappa$. In the last decade the exponent drops to 0.40, and the square-root law no longer describes the slab.

\section{The opposite limit: cooling limited by conduction}

The end of the square-root law can be followed in closed form for $\sigma=\sigma_0\mathrm e^{u}$ with $u=(T-T_0)/\theta$, which is \eqref{arr} for small temperature rises. Let $\phi(x)=\int_0^xJ\,dx'/\sigma$ be the voltage between the mid-plane and $x$. The heat equation reads $\kappa T''=-J\phi'$. Both $T'$ and $\phi$ vanish at $x=0$, so $\kappa T'=-J\phi$. Dividing by $\phi'=J/\sigma$ gives $\kappa\,dT/d\phi=-\sigma\phi$, or
\begin{equation}
\mathrm e^{-u}du=-\frac{\sigma_0}{\kappa\theta}\phi\,d\phi
\quad\Rightarrow\quad
\mathrm e^{-u}=m^2+\frac{\sigma_0\phi^2}{2\kappa\theta},
\label{phi}
\end{equation}
where $m^2=\mathrm e^{-u}$ at the mid-plane. Define $v^2=\sigma_0V^2/(8\kappa\theta)$ and $w=v/m$. At a face $\phi=V/2$, so with $u_s$ the face value of $u$,
\begin{equation}
\mathrm e^{-u_s}=m^2+v^2=v^2\,\frac{1+w^2}{w^2}.
\label{face}
\end{equation}
The thickness follows from $J\,dx=\sigma\,d\phi$. With $\phi=Vr/2$,
\begin{equation}
Jd=\sigma_0V\int_0^1\frac{dr}{m^2+v^2r^2}=\frac{\sigma_0V}{mv}\arctan w .
\end{equation}
Multiply by $V$, and use $JV=2h\theta u_s$ on the left and $\sigma_0V^2=8\kappa\theta v^2$ on the right. This gives $2hd\,u_s=8\kappa\,w\arctan w$, hence $u_s=2w\arctan w/\mathrm{Bi}$. Equation \eqref{face} then becomes
\begin{equation}
\frac{\sigma_0V^2}{8\kappa\theta}=\frac{w^2}{1+w^2}\exp\!\left(-\frac{2w\arctan w}{\mathrm{Bi}}\right),
\label{closed}
\end{equation}
and breakdown is the maximum over $w$.

For $\mathrm{Bi}\ll1$ the exponential confines the maximum to small $w$. The right side is then $w^2\exp(-2w^2/\mathrm{Bi})$, with maximum $\mathrm{Bi}/(2\mathrm e)$ at $w^2=\mathrm{Bi}/2$. This returns $V_b^2=2hd\theta/(\mathrm e\sigma_0)$, the estimate \eqref{est}.

For any $\mathrm{Bi}$ the right side of \eqref{closed} is below 1. For $\mathrm{Bi}\to\infty$ it can be brought as close to 1 as desired: with $w=\mathrm{Bi}^{1/3}$ the first factor tends to 1 and the exponent to zero. Therefore
\begin{equation}
V_b\to\left(\frac{8\kappa\theta}{\sigma_0}\right)^{1/2},\qquad E_b\propto\frac1d .
\end{equation}
The faces now stay near ambient temperature, and better surface cooling no longer helps. The value of this limit is that of the exponential law. The mid-plane rise at breakdown, about $2\theta\ln w$ when $\mathrm{Bi}$ is large, keeps growing with $\mathrm{Bi}$, and at large rises the Arrhenius conductivity is lower than the exponential one, so an Arrhenius slab breaks down at a somewhat higher voltage. For the exponential law with the example's $\kappa$, $\theta$ and $\sigma_0$, the limit is 39.4~kV. At $\mathrm{Bi}=2500$, reached by raising $h$ at $d=1$~mm, the numerical slab with the same exponential law gives 39.0~kV, about 1\% below the limit and in agreement with \eqref{closed}.

\section{Time and field dependence}

The threshold applies to a voltage held long enough. For the 1~mm slab $\tau=100$~s. In a time-dependent calculation that resolves the interior, 1\% below threshold the mid-plane settles at 308.4~K. At 1\% above, it reaches 400~K after about 2950~s (2951~s on ten cells; a finer grid adds about 3~s); at 10\% above, after 720~s.

The long delay comes from the near-balance at $T_c$. Let $V=(1+\varepsilon)V_b$ and $z=(T-T_c)/\theta$. For the exponential law $F\propto u\mathrm e^{-u}$ and $u=1+z$ near the maximum, so $F\approx F(T_c)(1-z^2/2)$. With $\sigma(T_c)F(T_c)=\theta$, equation \eqref{flow} becomes, for small $\varepsilon$ and $z$,
\begin{equation}
\tau\frac{dz}{dt}\approx2\varepsilon+\frac{z^2}{2},\qquad
t\approx\int_{-\infty}^{\infty}\frac{\tau\,dz}{2\varepsilon+z^2/2}=\frac{\pi\tau}{\sqrt\varepsilon}.
\end{equation}
This gives about 3140~s for $\varepsilon=0.01$, 6\% above the computed time. For $\varepsilon=0.1$ it gives 990~s, which is 38\% too long. The infinite limits of the integral add time that the real slab, starting only about $\theta$ below $T_c$, does not spend, and above $T_c$ it warms faster than the quadratic form implies. Two effects offset part of the error. Below $T_c$, except in a narrow band just under it, the slab warms more slowly than that form implies. The Arrhenius maximum of $F$ is also flatter than the exponential one, which lengthens the delay near threshold by the factor $[1-2(T_c-T_0)/T_c]^{-1/2}=1.035$; at $\varepsilon=0.01$ the isothermal slab takes about 2830~s with the exponential law and 2930~s with the Arrhenius law. A short pulse can therefore exceed $V_b$ without causing thermal breakdown.

Finally, suppose that conduction depends on field as $\sigma(T)(E/E_*)^n$, with $E_*$ a fixed reference field and $n>-1$, so that the current rises with the field. The steady balance becomes
\begin{equation}
\frac{\sigma(T)E^{n+2}d}{E_*^{\,n}}=2h(T-T_0)
\quad\Rightarrow\quad
E_b^{\,n+2}=\frac{2hE_*^{\,n}F(T_c)}{d}.
\end{equation}
The critical temperature is unchanged, but $E_b\propto d^{-1/(n+2)}$ and $V_b=E_bd\propto d^{(n+1)/(n+2)}$. For $n=1$ the exponents are $-1/3$ and $2/3$, which a direct numerical search for the threshold confirms. If the breakdown is known to be thermal, a measured exponent different from $1/2$ can thus point to field-dependent conduction as well as to a Biot number that is not small; other breakdown mechanisms have their own dependence on thickness, so the exponent alone does not identify the mechanism. The two shift the voltage exponent in opposite directions when $n>0$. Either reading requires a voltage held long enough at every thickness. Because $\tau$ is proportional to $d$, thicker slabs may survive above $V_b$ in tests of fixed duration, and this raises the measured exponent. The values behind these comparisons are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
ambient temperature T0 = 300 K
conductivity at T0 = 1.0e-08 S/m
activation energy = 0.80 eV
face heat-transfer coefficient h = 10 W/(m^2 K)
thermal conductivity kappa = 0.20 W/(m K)
heat capacity per volume c = 2.0e+06 J/(m^3 K)
Ea/k = 9283.6 K
theta = k T0^2/Ea = 9.694 K
smallest Ea with a maximum, 4 k T0 = 0.1034 eV
critical temperature Tc = 310.38 K, rise = 10.38 K
sigma(Tc)/sigma0 = 2.814
sigma(Tc) = 2.814e-08 S/m
1 mm, thin formula: V_b = 2715.7 V, E_b = 2.716 MV/m
1 mm, estimate with theta and Euler's number: V_b = 2670.7 V
1 mm: current density at breakdown = 0.0764 A/m^2
1 mm: power per area at breakdown = 207.5 W/m^2
Arrhenius slab: d, Bi, V thin formula, V full slab, E full slab, T mid-plane
  0.1 mm, 0.0025, 858.8 V, 858.4 V, 8.5843 MV/m, 310.4 K
  1.0 mm, 0.0250, 2715.7 V, 2704.5 V, 2.7045 MV/m, 310.4 K
  10.0 mm, 0.2500, 8587.9 V, 8258.4 V, 0.8258 MV/m, 310.8 K
  100.0 mm, 2.5000, 27157.4 V, 20701.6 V, 0.2070 MV/m, 313.5 K
full-slab exponents 0.1 to 1.0 mm: V 0.4984, E -0.5016
full-slab exponents 1.0 to 10.0 mm: V 0.4848, E -0.5152
full-slab exponents 10.0 to 100.0 mm: V 0.3991, E -0.6009
0.1 mm: shortfall 1 - V/V_thin = 0.00042, Bi/6 = 0.00042
1.0 mm: shortfall 1 - V/V_thin = 0.00413, Bi/6 = 0.00417
10.0 mm: shortfall 1 - V/V_thin = 0.03837, Bi/6 = 0.04167
thickness where Bi/6 = 0.05: 12.0 mm
exponential law, d = 1 mm, h varied: Bi, V full slab, V closed form
  0.025, 2659.7 V, 2659.7 V
  2.500, 20342.6 V, 20342.6 V
  2500.000, 38969.4 V, 38969.3 V
thick limit sqrt(8 kappa theta/sigma0) = 39384.3 V
heating time c d/(2h), 1 mm = 100 s
1 mm at 0.99 V_b: mid-plane settles at 308.41 K
1 mm at 1.01 V_b: reaches 400 K after 2951 s
1 mm at 1.10 V_b: reaches 400 K after 720 s
sigma ~ E^0: exponent of E_b = -0.5000, of V_b = 0.5000
sigma ~ E^1: exponent of E_b = -0.3333, of V_b = 0.6667
\end{verbatim}
